\section*{Exciton fine structure and polarization in a $C_{2v}$ dot, part 1}

(Sections cited here and not found follow in the second part.)

\section{The states and the symmetry}

\noindent\textbf{Q.} I am told that symmetry alone fixes the fine structure of the lowest exciton in a $C_{2v}$ dot: a bright-dark, a bright-bright and a dark-dark splitting, with the bright pair linearly polarized. I would like to see what is assumed before I accept it.

\noindent\textbf{A.} Take $z$ along the twofold axis and $x$, $y$ in the two mirror planes; $M_x$ sends $x\to-x$ and $M_y$ sends $y\to-y$. There is no magnetic field, so time reversal $T$ is a symmetry. Both carriers are in ground envelopes that the group leaves unchanged. The electron is $s$-like with spin $\mathbf S=\boldsymbol\sigma/2$. The hole is $p$-like, with real orbitals $X,Y,Z$ and spin $\mathbf s^h$, and only its $J=3/2$ quartet is kept. Angular momenta are in units of $\hbar$. With $|1,1\rangle=-(X+iY)/\sqrt2$, $|1,0\rangle=Z$, $|1,-1\rangle=(X-iY)/\sqrt2$, repeated lowering of the top state gives
\begin{align}
|\tfrac32\rangle&=-\tfrac{X+iY}{\sqrt2}\uparrow, &
|\tfrac12\rangle&=\sqrt{\tfrac23}\,Z\uparrow-\tfrac{X+iY}{\sqrt6}\downarrow,\nonumber\\
|{-\tfrac32}\rangle&=\tfrac{X-iY}{\sqrt2}\downarrow, &
|{-\tfrac12}\rangle&=\sqrt{\tfrac23}\,Z\downarrow+\tfrac{X-iY}{\sqrt6}\uparrow .
\label{basis}
\end{align}
Here $J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$, $J_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$, $J_+|{-\tfrac32}\rangle=\sqrt3|{-\tfrac12}\rangle$.

\noindent\textbf{Q.} A hole is a missing electron. How does such a ket couple to light?

\noindent\textbf{A.} The operator that removes an electron from the state $v$ is antilinear in $v$, so the map between the hole ket $h$ and $v$ must be antilinear, and it must commute with the spatial operations. Time reversal does both: $v=Th$, where $T$ is complex conjugation followed by $\uparrow\to\downarrow$, $\downarrow\to-\uparrow$. Let the electron be the $s$ orbital times a spinor $\chi$, and take the momentum matrix element between orbital $b$ and the $s$ orbital as $\delta_{ab}$ times one constant, which is dropped. Since $v_{a\downarrow}=h^*_{a\uparrow}$ and $v_{a\uparrow}=-h^*_{a\downarrow}$,
\begin{equation}
\langle v|p_a|\chi\rangle=\sum_\sigma v^*_{a\sigma}\chi_\sigma
=h_{a\uparrow}\chi_\downarrow-h_{a\downarrow}\chi_\uparrow .
\end{equation}
The pair recombines through its spin singlet. Dividing by $\sqrt2$, define
\begin{equation}
d_a=\langle a|\otimes\langle 0|,\qquad |0\rangle=(\uparrow_h\downarrow_e-\downarrow_h\uparrow_e)/\sqrt2 ,
\end{equation}
and call $f=|d_a\psi|^2$ the strength of the state $\psi$ in polarization $a$. The singlet is unchanged by a common spin rotation, so $d_a$ transforms as the orbital $a$, a polar vector.

\section{Counting the invariants}

\noindent\textbf{Q.} I would write $\sum_i(a_iJ_i+b_iJ_i^3)S_i$, six terms. Is that everything?

\noindent\textbf{A.} It is not. A mirror is inversion times the $\pi$ rotation about its normal. Inversion acts on each carrier as a number, which cancels when an operator is conjugated, so $M_x$ acts on operators as $(J_x,J_y,J_z)\to(J_x,-J_y,-J_z)$, likewise on $\mathbf S$, and $M_y$ keeps only the $y$ components. Call an operator $x$-type if it changes sign as $J_x$ does. The 16 Hermitian operators on the quartet fall into ranks $0,1,2,3$, with $1,3,5,7$ members that correspond to harmonic polynomials, and rank $k$ has the sign $(-1)^k$ under $T$. The electron offers $1$ (even) and $S_x,S_y,S_z$ (odd).

Terms with the electron identity need an even, invariant hole operator. Rank 0 gives $1$. In rank 2, $xy$, $yz$, $zx$ change sign under a mirror, while $x^2,y^2,z^2$ modulo $r^2$ leave two: $J_z^2$ and $J_x^2-J_y^2$. Terms with $S_x$ need an odd, $x$-type hole operator. Rank 1 gives $J_x$. The $x$-type cubic monomials are $x^3,xy^2,xz^2$; removing $xr^2$, which belongs to rank 1, leaves two, for which we take $J_x^3$ and
\begin{equation}
V_x=\{J_x,J_y^2-J_z^2\},\qquad \{A,B\}=\tfrac12(AB+BA),
\end{equation}
with $V_y,V_z$ by cyclic permutation. The seventh rank-3 member, $xyz$, is invariant under the mirrors but odd under $T$, and no $S_i$ is invariant, so it has no partner. Up to a constant, the general Hamiltonian is $H=H_h+H_{\rm ex}$ with
\begin{align}
H_h&=\tfrac12\Delta\left(\tfrac94-J_z^2\right)+\rho\,(J_x^2-J_y^2),\\
H_{\rm ex}&=-\sum_{i}\left(a_iJ_i+b_iJ_i^3+c_iV_i\right)S_i .
\label{Hex}
\end{align}
That makes $3+9=12$ invariants. Averaging all Hermitian $8\times8$ matrices over the group and $T$ also gives 12.

\section{The four lowest states}

\noindent\textbf{Q.} The term in $\rho$ spoils $J_z$. What is left of the heavy-hole doublet?

\noindent\textbf{A.} Since $J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2)$ and $J_+^2|{-\tfrac12}\rangle=2\sqrt3|\tfrac32\rangle$, $H_h$ has diagonal elements $0,\Delta$ and off-diagonal element $\sqrt3\rho$ in the pair $(\tfrac32,-\tfrac12)$, and the same in $(-\tfrac32,\tfrac12)$. With $c=\cos\theta$, $s=\sin\theta$ (no index, unlike the coefficients $c_i$), set
\begin{equation}
|{\Uparrow}\rangle=c|\tfrac32\rangle+s|{-\tfrac12}\rangle,\qquad
|{\Downarrow}\rangle=c|{-\tfrac32}\rangle+s|\tfrac12\rangle .
\end{equation}
The energy is $\Delta s^2+2\sqrt3\rho sc=\tfrac12\Delta-\tfrac12\Delta\cos2\theta+\sqrt3\rho\sin2\theta$. It is least for $\cos2\theta=\Delta/W$, $\sin2\theta=-2\sqrt3\rho/W$, where
\begin{equation}
\tan2\theta=-\frac{2\sqrt3\rho}{\Delta},\qquad W=\sqrt{\Delta^2+12\rho^2},
\end{equation}
and $W$ is the gap to the upper doublet, obtained by $(c,s)\to(-s,c)$. Applying $T$ to (\ref{basis}) gives $T{\Uparrow}=-{\Downarrow}$ and $T{\Downarrow}={\Uparrow}$: a Kramers pair. Let $\tau_i$ be the Pauli matrices on $({\Uparrow},{\Downarrow})$.

\noindent\textbf{Q.} A $\pm3/2$ pair does not rotate like a spin $1/2$. How do the mirrors act on $\boldsymbol\tau$?

\noindent\textbf{A.} Build $J=3/2$ from three symmetrized spins $1/2$. On each, $e^{-i\pi S_x}=-i\sigma_x$, so $e^{-i\pi J_x}|m\rangle=(-i)^3|{-m}\rangle=i|{-m}\rangle$. On each, $e^{-i\pi S_y}=-i\sigma_y$ sends $\uparrow\to\downarrow$, $\downarrow\to-\uparrow$, and $|m\rangle$ has $\tfrac32-m$ down spins, so $e^{-i\pi J_y}|m\rangle=(-1)^{3/2-m}|{-m}\rangle$. The $p$ orbital adds the parity $-1$. Thus $M_x$ exchanges $\Uparrow$ and $\Downarrow$ with factor $-i$, which is $-i\tau_x$, and $M_y$ sends ${\Uparrow}\to-{\Downarrow}$, ${\Downarrow}\to{\Uparrow}$, which is $+i\tau_y$, for every $\theta$. The electron has $-i\sigma_x$ and $-i\sigma_y$. On the pair,
\begin{equation}
M_x=-\tau_x\sigma_x,\qquad M_y=+\tau_y\sigma_y .
\end{equation}
A product $\tau_i\sigma_j$ ($i,j=0,x,y,z$, with $0$ the identity) commutes with $\tau_x\sigma_x$ if both factors commute or both anticommute with their partner, and likewise for $\tau_y\sigma_y$. The four labels have four different pairs of signs, so $i=j$:
\begin{equation}
H_4=A_0+A_x\tau_x\sigma_x+A_y\tau_y\sigma_y+A_z\tau_z\sigma_z .
\end{equation}
$T$ reverses both $\boldsymbol\tau$ and $\boldsymbol\sigma$ and removes nothing further. One constant and three splitting parameters remain, however many coefficients (\ref{Hex}) has.

\noindent\textbf{Q.} Give me the eigenstates, and say which is which.

\noindent\textbf{A.} Write the hole first. The operator $\tau_x\sigma_x$ flips both with factor $+1$. From $\sigma_y{\uparrow}=i{\downarrow}$, $\sigma_y{\downarrow}=-i{\uparrow}$, the operator $\tau_y\sigma_y$ exchanges ${\Uparrow\downarrow}$ and ${\Downarrow\uparrow}$ with factor $i(-i)=+1$, and ${\Uparrow\uparrow}$ and ${\Downarrow\downarrow}$ with factor $i^2=-1$. Therefore
\begin{align}
|x\rangle&=({\Uparrow\downarrow}+{\Downarrow\uparrow})/\sqrt2, & E_x&=A_0+A_x+A_y-A_z,\nonumber\\
|y\rangle&=({\Uparrow\downarrow}-{\Downarrow\uparrow})/\sqrt2, & E_y&=A_0-A_x-A_y-A_z,\nonumber\\
|A_1\rangle&=({\Uparrow\uparrow}-{\Downarrow\downarrow})/\sqrt2, & E_{A_1}&=A_0-A_x+A_y+A_z,\nonumber\\
|A_2\rangle&=({\Uparrow\uparrow}+{\Downarrow\downarrow})/\sqrt2, & E_{A_2}&=A_0+A_x-A_y+A_z .
\end{align}
The eigenvalues $(M_x,M_y)$ are $(-,+)$, $(+,-)$, $(+,+)$, $(-,-)$ in this order: the representations $B_1$, $B_2$, $A_1$, $A_2$. The components $x,y,z$ of a polar vector have $(-,+)$, $(+,-)$, $(+,+)$. Since $d_aM\psi$ equals both the sign of $a$ times $d_a\psi$ and the eigenvalue of $\psi$ times $d_a\psi$, it vanishes unless the signs agree. So $B_1$ couples to $x$-polarized light only, $B_2$ to $y$ only, $A_1$ to $z$ only, and $A_2$ to none. Defining the splittings by these labels fixes their signs independently of basis phases:
\begin{align}
\delta_0&\equiv\tfrac12(E_x+E_y-E_{A_1}-E_{A_2})=-2A_z,\nonumber\\
\delta_1&\equiv E_x-E_y=2(A_x+A_y),\nonumber\\
\delta_2&\equiv E_{A_1}-E_{A_2}=2(A_y-A_x).
\label{deltas}
\end{align}
In the basis of the product states, $\langle{\Uparrow\downarrow}|H_4|{\Downarrow\uparrow}\rangle=\delta_1/2$ and $\langle{\Uparrow\uparrow}|H_4|{\Downarrow\downarrow}\rangle=-\delta_2/2$.

\noindent\textbf{Q.} Then one of the dark states is not dark, and I suspect the result hangs on your quartet.

\noindent\textbf{A.} Only $A_2$ is forbidden by symmetry; $A_1$ may emit $z$-polarized light. The labelling does not need the quartet. On any single-fermion state $M_x^2=M_y^2=-1$ and $M_xM_y=-M_yM_x$. These are the relations of $i\sigma_x$ and $i\sigma_y$, whose algebra has a single irreducible representation, of dimension two. Any hole doublet times any electron doublet is thus equivalent to the case above and contains each representation once. The quartet holds two doublets, so the eight states are $2(A_1+A_2+B_1+B_2)$. An invariant $H$ has four $2\times2$ Hermitian blocks. On the pair $T^2=+1$ and $T$ commutes with the mirrors, so each block has a $T$-invariant basis in which it is real symmetric, with three numbers; $4\times3=12$ agrees with the count above.

\section{From the nine coefficients to three splittings}

\noindent\textbf{Q.} Now compute $A_i$, with the mixing kept.

\noindent\textbf{A.} To first order in $H_{\rm ex}/W$ we project. If $J_i,J_i^3,V_i$ project to $j_i\tau_i,k_i\tau_i,v_i\tau_i$, then $S_i=\sigma_i/2$ gives
\begin{equation}
A_i=-\tfrac12\,(a_ij_i+b_ik_i+c_iv_i).
\label{Ai}
\end{equation}
The three $x$-type operators are real symmetric in the $m$ basis, connect only odd differences of $m$, and commute with $e^{-i\pi J_x}$, which makes $O_{m,m'}=O_{-m,-m'}$. Each is fixed by the triple $(\alpha,\beta,\gamma)=(O_{\frac32,\frac12},O_{\frac32,-\frac32},O_{\frac12,-\frac12})$, with $O_{-\frac12,-\frac32}=\alpha$. The diagonal in the doublet vanishes, because the components of $\Uparrow$ differ by 2 in $m$, and
\begin{equation}
\langle{\Uparrow}|O|{\Downarrow}\rangle=2\alpha sc+\beta c^2+\gamma s^2
\label{xrule}
\end{equation}
is the coefficient of $\tau_x$. The rotation $e^{-i\pi J_z/2}$ takes $J_x\to J_y$, $J_y\to-J_x$ and multiplies $O_{mm'}$ by $e^{-i(m-m')\pi/2}$: by $-i$ for the $\alpha$ elements ($m-m'=1$), and by $+i$ for $\beta$ ($3$) and for the element $O_{-\frac12,\frac12}=\gamma$ ($-1$). Dividing by $\langle{\Uparrow}|\tau_y|{\Downarrow}\rangle=-i$, the rotated operator has the $\tau_y$ coefficient
\begin{equation}
2\alpha sc-\beta c^2-\gamma s^2 .
\label{yrule}
\end{equation}
The rotation gives $J_x^3\to J_y^3$ and $V_x\to\{J_y,J_x^2-J_z^2\}=-V_y$.

Number the states $1$ to $4$ by decreasing $m$. $J_x$ has the triple $(\tfrac{\sqrt3}2,0,1)$. From $J_{x,y}^2=\tfrac12(\tfrac{15}4-J_z^2)\pm\tfrac14(J_+^2+J_-^2)$, both squares have the diagonal $(\tfrac34,\tfrac74,\tfrac74,\tfrac34)$ and elements $(13)=(24)=\pm\tfrac{\sqrt3}2$. For $J_x^3=J_xJ_x^2$: $\alpha=\tfrac{\sqrt3}2\cdot\tfrac74$, $\beta=\tfrac{\sqrt3}2\cdot\tfrac{\sqrt3}2$, $\gamma=\tfrac{\sqrt3}2\cdot\tfrac{\sqrt3}2+\tfrac74$. For $V_x$, let $N=J_y^2-J_z^2$, with diagonal $(-\tfrac32,\tfrac32,\tfrac32,-\tfrac32)$ and $(13)=(24)=-\tfrac{\sqrt3}2$:
\begin{align}
2\alpha&=J_{12}N_{22}+N_{11}J_{12}+N_{13}J_{32}=\tfrac{3\sqrt3}4-\tfrac{3\sqrt3}4-\tfrac{\sqrt3}2,\nonumber\\
2\beta&=J_{12}N_{24}+N_{13}J_{34}=-\tfrac34-\tfrac34,\nonumber\\
2\gamma&=J_{21}N_{13}+J_{23}N_{33}+N_{22}J_{23}+N_{24}J_{43}=-\tfrac34+\tfrac32+\tfrac32-\tfrac34 .
\end{align}
The triples are
\begin{equation}
J_x:(\tfrac{\sqrt3}2,0,1),\quad J_x^3:(\tfrac{7\sqrt3}8,\tfrac34,\tfrac52),\quad V_x:(-\tfrac{\sqrt3}4,-\tfrac34,\tfrac34).
\label{triples}
\end{equation}
Their determinant is $\sqrt3\,[\tfrac12(\tfrac9{16}+\tfrac{30}{16})+(-\tfrac{21}{32}+\tfrac6{32})]=\tfrac{3\sqrt3}4\neq0$, so $V_x$ is independent of the other two. For $z$, $J_z$ and $J_z^3$ are diagonal, and $(V_z)_{13}=\tfrac12(\tfrac32-\tfrac12)\sqrt3=\tfrac{\sqrt3}2$ is the only element of $V_z$ inside $\Uparrow$. With $c^2-s^2=\cos2\theta$,
\begin{align}
j_{x,y}&=\sqrt3sc\pm s^2, & j_z&=\tfrac32c^2-\tfrac12s^2,\nonumber\\
k_{x,y}&=\tfrac{7\sqrt3}4sc\pm(\tfrac34c^2+\tfrac52s^2), & k_z&=\tfrac{27}8c^2-\tfrac18s^2,\nonumber\\
v_{x,y}&=\mp\tfrac{\sqrt3}2sc-\tfrac34\cos2\theta, & v_z&=\sqrt3sc .
\label{jkv}
\end{align}
For a pure heavy hole, $\theta=0$, one has $A_x=-\tfrac38(b_x-c_x)$, $A_y=+\tfrac38(b_y+c_y)$, $A_z=-\tfrac34a_z-\tfrac{27}{16}b_z$, and (\ref{deltas}) becomes
\begin{align}
\delta_0&=\tfrac32a_z+\tfrac{27}8b_z,\nonumber\\
\delta_1&=\tfrac34\left[(b_y+c_y)-(b_x-c_x)\right],\nonumber\\
\delta_2&=\tfrac34\left[(b_x-c_x)+(b_y+c_y)\right].
\label{pure}
\end{align}
Going from $\tfrac32$ to $-\tfrac32$ takes three steps of $J_-$, so $a_x,a_y$ drop out at $\theta=0$. They return with mixing: an isotropic $a$ alone gives $\delta_1=-a(j_x+j_y)=-2\sqrt3\,a\,sc$, linear in $\theta$, and $\delta_2=-a(j_y-j_x)=2as^2$, quadratic. If the dot has the extra symmetry that maps $x\to y$, $y\to-x$, then $\rho=0$, $b_x=b_y$, $c_x=-c_y$, so $\delta_1=0$ while $\delta_2$ survives.

Symmetry leaves three splittings for the four lowest states and fixes their polarizations, and the splittings now follow, to first order in the exchange, from the nine exchange coefficients and the hole mixing. What remains is to find the line strengths, the origin of the coefficients, and the limits of these results in a numerical case.
